**Cauchy stress and thermodynamic tension in Parrinello-Rahman cell dynamics**

The program tests the balance $P=p\,1+FDF^T/\det F$, where $P$ is the internal Cauchy stress (compression positive), $S$ the requested stress, $p$ its separately treated pressure part, $D=S-p\,1$, and $F=hh_0^{-1}$ the deformation from the reference cell $h_0$ to the cell $h$. For a model fcc crystal with Morse pairs, it finds stationary cells from energies alone and asserts that the strain derivative of the energy agrees with this formula, for a diagonal and a sheared load. With $S=\mathrm{diag}(12,12,6)$ GPa, the axial Cauchy stress is 5.70 GPa when $p=10$ GPa is split off and 6.38 GPa when there is no separate pressure term. Further assertions cover the near-quadratic error at small load, the nonzero loop work of a constant non-hydrostatic Cauchy stress, and the convergence of $P$ to $S$ when the reference is reset repeatedly. In undamped dynamics of 108 atoms, the program asserts that the mean stress follows the formula evaluated at the mean cell within 0.05 GPa, and that the range of the conserved energy stays below 0.05 eV. The mean axial stress is 5.69 GPa in the first run and 6.01 GPa after one reset of the reference; the program asserts that the reset at least halves the error. The two runs have different mean temperatures, 240 K and 313 K. No thermostat is used, and the runs differ in reference cell, starting cell and initial velocities; the effects of these differences are not separated.

## Check in Python

```python
"""Parrinello-Rahman (PR) cell dynamics: which stress is actually imposed?

Result under test (compression positive): with cell potential
    p*V + (V0/2)*Tr(D F^T F),   D = S - p*1,   F = h h0^-1,
the Cauchy stress at balance is  P = p*1 + F D F^T / det(F),  not S.
h: cell matrix (lattice vectors in columns), h0: reference cell,
V = det h, V0 = det h0, S: requested stress, p: hydrostatic part.
Model: fcc crystal, force-shifted Morse pairs, 108 atoms.
Internal units: eV, angstrom, ps; stresses are passed and shown in GPa.
"""
import numpy as np
from scipy import constants as const

GPA = const.e * 1e21                         # GPa per eV/angstrom^3
MASS_UNIT = const.atomic_mass / const.e * 1e4  # u in eV ps^2/angstrom^2
KB = const.k / const.e                       # eV/K
WELL, STEEP, R0, RCUT = 0.3, 2.0, 2.8, 5.0
ATOM_MASS_U, CELL_MASS_U = 60.0, 1000.0
REPEAT = 3
I3 = np.eye(3)

# Perfect fcc supercell in scaled coordinates, and a fixed neighbour list
basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
corners = np.array([[i, j, k] for i in range(REPEAT)
                    for j in range(REPEAT) for k in range(REPEAT)])
LATTICE = (corners[:, None, :] + basis[None, :, :]).reshape(-1, 3) / REPEAT
NAT = len(LATTICE)
first, second = np.triu_indices(NAT, 1)
sep = LATTICE[first] - LATTICE[second]
image = np.rint(sep)
near = np.linalg.norm(sep - image, axis=1) * REPEAT < 1.5
first, second, image = first[near], second[near], image[near]
assert len(first) == NAT * (12 + 6 + 24 + 12) // 2

xcut = np.exp(-STEEP * (RCUT - R0))
PHI_CUT = WELL * (xcut**2 - 2 * xcut)
SLOPE_CUT = 2 * WELL * STEEP * (xcut - xcut**2)


def pair_sum(h, s):
    """Energy, dE/dr for every pair, pair vectors, scaled pair vectors."""
    ds = s[first] - s[second] - image
    r = ds @ h.T
    dist = np.sqrt(np.einsum('ij,ij->i', r, r))
    x = np.exp(-STEEP * (dist - R0))
    inside = dist < RCUT
    phi = WELL * (x * x - 2 * x) - PHI_CUT - (dist - RCUT) * SLOPE_CUT
    slope = 2 * WELL * STEEP * (x - x * x) - SLOPE_CUT
    return (np.sum(phi * inside), r * (slope * inside / dist)[:, None],
            r, ds)


def lattice_energy(h):
    return pair_sum(h, LATTICE)[0]


def symmetric(v):
    return np.array([[v[0], v[5], v[4]], [v[5], v[1], v[3]],
                     [v[4], v[3], v[2]]])


def gradient(func, v, step=1e-4):
    return np.array([(func(v + d) - func(v - d)) / (2 * step)
                     for d in step * np.eye(6)])


def cauchy_from_energy(h):
    """Cauchy stress in GPa from strain derivatives of the energy."""
    g = gradient(lambda e: lattice_energy((I3 + symmetric(e)) @ h),
                 np.zeros(6))
    g[3:] /= 2        # each shear parameter fills two matrix elements
    return -symmetric(g) / np.linalg.det(h) * GPA


def relax(h0, dev, p):
    """Stationary symmetric F of the PR enthalpy, using energies only."""
    vol0 = np.linalg.det(h0)

    def enthalpy(v):
        f = symmetric(v)
        h = f @ h0
        return (lattice_energy(h) + p / GPA * np.linalg.det(h)
                + 0.5 * vol0 / GPA * np.trace(dev @ f.T @ f))

    v = np.array([1., 1., 1., 0., 0., 0.])
    for _ in range(25):
        g = gradient(enthalpy, v)
        hess = np.array([(gradient(enthalpy, v + d)
                          - gradient(enthalpy, v - d)) / 2e-4
                         for d in 1e-4 * np.eye(6)])
        if np.max(np.abs(g)) < 1e-6:
            break
        v = v - np.linalg.solve(hess, g)
    assert np.max(np.abs(g)) < 1e-6
    assert np.linalg.eigvalsh((hess + hess.T) / 2)[0] > 0   # stable cell
    return symmetric(v)


def balance_stress(f, dev, p):
    return p * I3 + f @ dev @ f.T / np.linalg.det(f)


def tension(f, stress):
    fi = np.linalg.inv(f)
    return np.linalg.det(f) * fi @ stress @ fi.T


# Reference cell, and the hydrostatic case
p = 10.0
S = np.diag([12.0, 12.0, 6.0])
D = S - p * I3
guess = REPEAT * 3.9 * I3
h0 = relax(guess, np.zeros((3, 3)), p) @ guess
V0 = np.linalg.det(h0)
assert np.allclose(cauchy_from_energy(h0), p * I3, atol=1e-4)

# Virial stress, used in the dynamics, against the energy derivative
trial = (I3 + np.array([[.01, .02, 0], [0, -.01, .01], [.005, 0, .02]])) @ h0
_, gr, r, _ = pair_sum(trial, LATTICE)
virial = -gr.T @ r / np.linalg.det(trial) * GPA
assert np.allclose(virial, cauchy_from_energy(trial), atol=1e-4)

# Static PR state for the requested stress
F = relax(h0, D, p)
P = cauchy_from_energy(F @ h0)
assert np.allclose(P, balance_stress(F, D, p), atol=1e-4)
assert abs(P[2, 2] - S[2, 2]) > 0.1
T = tension(F, P)
assert np.allclose(T - p * tension(F, I3), D, atol=1e-3)
assert abs(T[2, 2] - S[2, 2]) > 0.1      # total tension is not S when p != 0

# Load with shear components
D_shear = np.array([[1.0, 0.8, 0.0], [0.8, 2.0, 0.5], [0.0, 0.5, -3.0]])
F_shear = relax(h0, D_shear, p)
P_shear = cauchy_from_energy(F_shear @ h0)
shear_gap = np.max(np.abs(P_shear - balance_stress(F_shear, D_shear, p)))
shear_miss = np.max(np.abs(P_shear - p * I3 - D_shear))
assert shear_gap < 1e-4 and shear_miss > 0.05

# Same S and h0, but no separate pressure term
F_all = relax(h0, S, 0.0)
P_all = cauchy_from_energy(F_all @ h0)
T_all = tension(F_all, P_all)
assert np.allclose(T_all, S, atol=1e-3)
assert abs(P_all[2, 2] - P[2, 2]) > 0.1

# Small loads: quadratic error and its leading term
small_error = []
for scale in (1 / 8, 1 / 16):
    f = relax(h0, scale * D, p)
    err = cauchy_from_energy(f @ h0) - p * I3 - scale * D
    small_error.append(err[2, 2])
e = f - I3
leading = (e @ D + D @ e - np.trace(e) * D)[2, 2] / 16
ratio = small_error[0] / small_error[1]
assert abs(ratio - 4) < 0.3
assert abs(leading / small_error[1] - 1) < 0.05

# Work of the load around a closed loop of stretches (lambda_y = 1)
side = 0.05
path = [(1, 1), (1 + side, 1), (1 + side, 1 + side), (1, 1 + side), (1, 1)]


def loop_work(load):
    total = 0.0
    for a, b in zip(path[:-1], path[1:]):
        pts = np.linspace(a, b, 101)
        for q0, q1 in zip(pts[:-1], pts[1:]):
            mid, dq = (q0 + q1) / 2, q1 - q0
            total += load(np.diag([mid[0], 1, mid[1]]),
                          np.diag([dq[0], 0, dq[1]]))
    return total * V0 / GPA / NAT * 1000      # meV per atom


def true_load(stress):
    return lambda f, df: -np.linalg.det(f) * np.trace(
        stress @ df @ np.linalg.inv(f))


work_cauchy = loop_work(true_load(S))
work_hydro = loop_work(true_load(p * I3))
work_pr = loop_work(lambda f, df: true_load(p * I3)(f, df)
                    - np.trace(D @ f.T @ df))
area_law = (S[0, 0] - S[2, 2]) * side**2 * V0 / GPA / NAT * 1000
assert abs(work_cauchy - area_law) < 1e-8 and abs(work_cauchy) > 0.1
assert abs(work_hydro) < 1e-8 and abs(work_pr) < 1e-8

# Reset the reference to the relaxed cell, repeatedly
ref = h0.copy()
reset_pzz = []
for _ in range(9):
    ref = relax(ref, D, p) @ ref
    reset_pzz.append(cauchy_from_energy(ref)[2, 2])
assert np.allclose(cauchy_from_energy(ref), S, atol=1e-3)
h_true = ref


# Undamped PR molecular dynamics, symmetric splitting of the Hamiltonian
def pr_dynamics(h_start, h_ref, seed, dt=0.002, warm=1500, steps=6000):
    mass, wcell = ATOM_MASS_U * MASS_UNIT, CELL_MASS_U * MASS_UNIT
    rng = np.random.default_rng(seed)
    h, s = h_start.copy(), LATTICE.copy()
    vel = rng.normal(size=(NAT, 3)) * np.sqrt(KB * 600.0 / mass)
    vel -= vel.mean(axis=0)
    mom = mass * vel @ h                 # conjugate to scaled coordinates
    cell_mom = np.zeros((3, 3))
    inv_ref = np.linalg.inv(h_ref)
    sigma = np.linalg.det(h_ref) * inv_ref @ (D / GPA) @ inv_ref.T

    def forces():
        energy, gr, r, ds = pair_sum(h, s)
        grad = np.column_stack([
            np.bincount(first, gr[:, c], NAT)
            - np.bincount(second, gr[:, c], NAT) for c in range(3)])
        vol = np.linalg.det(h)
        cell_force = (-gr.T @ ds - p / GPA * vol * np.linalg.inv(h).T
                      - h @ sigma)
        pot = energy + p / GPA * vol + 0.5 * np.trace(sigma @ h.T @ h)
        return -grad @ h, cell_force, pot, -gr.T @ r

    def kinetic_flow(tau):
        hinv = np.linalg.inv(h)
        v = mom @ hinv / mass
        return (s + tau * v @ hinv.T,
                cell_mom + tau * mass * v.T @ v @ hinv.T)

    fs, fh, pot, vir = forces()
    total, mean_h, mean_p, temp = [], np.zeros((3, 3)), np.zeros((3, 3)), 0.0
    for n in range(warm + steps):
        mom = mom + 0.5 * dt * fs
        cell_mom = cell_mom + 0.5 * dt * fh
        s, cell_mom = kinetic_flow(0.5 * dt)
        h = h + dt * cell_mom / wcell
        s, cell_mom = kinetic_flow(0.5 * dt)
        fs, fh, pot, vir = forces()
        mom = mom + 0.5 * dt * fs
        cell_mom = cell_mom + 0.5 * dt * fh
        v = mom @ np.linalg.inv(h) / mass
        kin = mass * v.T @ v
        total.append(0.5 * np.trace(kin) + pot
                     + 0.5 * np.sum(cell_mom**2) / wcell)
        if n >= warm:
            mean_h += h / steps
            mean_p += (kin + vir) / np.linalg.det(h) * GPA / steps
            temp += np.trace(kin) / (3 * (NAT - 1) * KB) / steps
    return mean_h, mean_p, temp, np.ptp(total), steps * dt


h_md, P_md, temp_md, spread, span = pr_dynamics(F @ h0, h0, seed=1)
F_md = h_md @ np.linalg.inv(h0)
P_md_law = balance_stress(F_md, D, p)
assert spread < 0.05
assert np.max(np.abs(P_md - P_md_law)) < 0.05
assert abs(P_md[2, 2] - S[2, 2]) > 4 * abs(P_md[2, 2] - P_md_law[2, 2])

h_md2, P_md2, temp_md2, spread2, _ = pr_dynamics(h_md, h_md, seed=2)
assert spread2 < 0.05
assert abs(P_md2[2, 2] - S[2, 2]) < 0.5 * abs(P_md[2, 2] - S[2, 2])

# Numbers for the text
print(f"Morse depth {WELL} eV, steepness {STEEP} 1/A, r0 {R0} A")
print(f"cutoff {RCUT} A, atoms {NAT}")
print(f"atom mass {ATOM_MASS_U} u, cell mass {CELL_MASS_U} u")
print(f"hydrostatic part p = {p:.1f} GPa")
print(f"requested S: xx {S[0,0]:.1f}, zz {S[2,2]:.1f} GPa")
print(f"reference cubic edge = {h0[0,0]/REPEAT:.4f} A")
print("-- static PR state, p = 10 GPa split off")
print(f"stretch x {F[0,0]:.5f}, z {F[2,2]:.5f}, J {np.linalg.det(F):.5f}")
print(f"Cauchy: xx {P[0,0]:.4f}, zz {P[2,2]:.4f} GPa")
law = balance_stress(F, D, p)
print(f"balance formula: xx {law[0,0]:.4f}, zz {law[2,2]:.4f} GPa")
print(f"total tension: xx {T[0,0]:.4f}, zz {T[2,2]:.4f} GPa")
print("-- same S and reference, no separate pressure term")
print(f"stretch x {F_all[0,0]:.5f}, z {F_all[2,2]:.5f}, "
      f"J {np.linalg.det(F_all):.5f}")
print(f"Cauchy: xx {P_all[0,0]:.4f}, zz {P_all[2,2]:.4f} GPa")
print(f"total tension: xx {T_all[0,0]:.4f}, zz {T_all[2,2]:.4f} GPa")
print("-- sheared load")
print(f"largest |Cauchy - formula| = {shear_gap:.1e} GPa")
print(f"largest |Cauchy - requested| = {shear_miss:.4f} GPa")
print("-- small loads (zz error)")
print(f"D/8: {small_error[0]:.6f} GPa, D/16: {small_error[1]:.6f} GPa")
print(f"ratio {ratio:.3f}, leading term at D/16 {leading:.6f} GPa")
print(f"-- loop work, stretch side {side}")
print(f"constant Cauchy S: {work_cauchy:.4f} meV/atom")
print(f"area formula: {area_law:.4f} meV/atom")
print(f"hydrostatic {abs(work_hydro):.1e}, PR {abs(work_pr):.1e} meV/atom")
print("-- reference resets: Cauchy zz after each relaxation")
for k in range(5):
    print(f"relaxation {k+1}: {reset_pzz[k]:.5f} GPa")
print(f"PR edges: a {(F@h0)[0,0]/REPEAT:.4f}, c {(F@h0)[2,2]/REPEAT:.4f} A")
print(f"true-S edges: a {h_true[0,0]/REPEAT:.4f}, "
      f"c {h_true[2,2]/REPEAT:.4f} A")
print(f"-- PR dynamics, step 2 fs, averaged over {span:.1f} ps")
print(f"run 1 temperature {temp_md:.0f} K, energy range {spread:.4f} eV")
print(f"run 1 stretch x {F_md[0,0]:.4f}, y {F_md[1,1]:.4f}, "
      f"z {F_md[2,2]:.4f}")
print(f"run 1 Cauchy: xx {P_md[0,0]:.3f}, yy {P_md[1,1]:.3f}, "
      f"zz {P_md[2,2]:.3f} GPa")
print(f"formula, mean cell: xx {P_md_law[0,0]:.3f}, "
      f"yy {P_md_law[1,1]:.3f}, zz {P_md_law[2,2]:.3f} GPa")
print(f"run 2 (reset) temperature {temp_md2:.0f} K, "
      f"energy range {spread2:.4f} eV")
print(f"run 2 Cauchy: xx {P_md2[0,0]:.3f}, yy {P_md2[1,1]:.3f}, "
      f"zz {P_md2[2,2]:.3f} GPa")
print("checks complete")
```

Running it gives:

```
Morse depth 0.3 eV, steepness 2.0 1/A, r0 2.8 A
cutoff 5.0 A, atoms 108
atom mass 60.0 u, cell mass 1000.0 u
hydrostatic part p = 10.0 GPa
requested S: xx 12.0, zz 6.0 GPa
reference cubic edge = 3.8367 A
-- static PR state, p = 10 GPa split off
stretch x 0.98290, z 1.03770, J 1.00250
Cauchy: xx 11.9273, zz 5.7035 GPa
balance formula: xx 11.9273, zz 5.7035 GPa
total tension: xx 12.3770, zz 5.3099 GPa
-- same S and reference, no separate pressure term
stretch x 0.98512, z 1.03240, J 1.00191
Cauchy: xx 11.6234, zz 6.3829 GPa
total tension: xx 12.0000, zz 6.0000 GPa
-- sheared load
largest |Cauchy - formula| = 1.7e-07 GPa
largest |Cauchy - requested| = 0.1756 GPa
-- small loads (zz error)
D/8: -0.005257 GPa, D/16: -0.001331 GPa
ratio 3.950, leading term at D/16 -0.001328 GPa
-- loop work, stretch side 0.05
constant Cauchy S: 1.3219 meV/atom
area formula: 1.3219 meV/atom
hydrostatic 0.0e+00, PR 1.5e-14 meV/atom
-- reference resets: Cauchy zz after each relaxation
relaxation 1: 5.70349 GPa
relaxation 2: 6.00858 GPa
relaxation 3: 5.99979 GPa
relaxation 4: 6.00000 GPa
relaxation 5: 6.00000 GPa
PR edges: a 3.7711, c 3.9814 A
true-S edges: a 3.7722, c 3.9754 A
-- PR dynamics, step 2 fs, averaged over 12.0 ps
run 1 temperature 240 K, energy range 0.0138 eV
run 1 stretch x 0.9853, y 0.9841, z 1.0430
run 1 Cauchy: xx 11.917, yy 11.917, zz 5.691 GPa
formula, mean cell: xx 11.920, yy 11.915, zz 5.697 GPa
run 2 (reset) temperature 313 K, energy range 0.0169 eV
run 2 Cauchy: xx 11.996, yy 12.000, zz 6.010 GPa
checks complete
```
